# Berry-Phase Polarisation and the One-Electron Pump of the Rice-Mele Chain: a program that tests the result

```python
"""
Result under test: in a gapped crystal the adiabatic particle current is
d/dt (phi / 2 pi), phi = integral over the Brillouin zone of i<u|d_k u>,
so P = -phi/(2 pi) for electrons of charge -1 in one dimension.  On the
Rice-Mele chain a cycle around the gapless point pumps one electron per spin.

Symbols (Hartree atomic units): a lattice constant; t mean hopping;
delta bond alternation (t+delta inside a cell, t-delta between cells);
Delta site energy (+Delta on A at x=0, -Delta on B at x=a/2);
theta cycle angle, delta = DELTA0 cos(theta), Delta = SITE0 sin(theta).
"""
import numpy as np
from scipy import constants

A_LAT, HOP, DELTA0, SITE0 = 8.0, 0.10, 0.03, 0.06
TWO_PI = 2 * np.pi


def berry_phase(states, closing):
    """Discrete Berry phase; states has shape (k, basis, occupied)."""
    chain = np.concatenate([states, closing[None]])
    links = np.linalg.det(chain[:-1].conj().swapaxes(1, 2) @ chain[1:])
    return -np.angle(np.prod(links / abs(links)))


def chain_hamiltonian(k, delta, site):
    off = (2 * HOP * np.cos(k * A_LAT / 2)
           + 2j * delta * np.sin(k * A_LAT / 2))
    h = np.zeros((len(k), 2, 2), complex)
    h[:, 0, 0], h[:, 1, 1] = site, -site
    h[:, 0, 1], h[:, 1, 0] = off, off.conj()
    return h


def chain_phase(theta, nk=2000):
    k = TWO_PI / A_LAT * np.arange(nk) / nk
    h = chain_hamiltonian(k, DELTA0 * np.cos(theta), SITE0 * np.sin(theta))
    lower = np.linalg.eigh(h)[1][:, :, :1]
    return berry_phase(lower, np.diag([1, -1]) @ lower[0])


def current_formula(delta, site, d_delta, d_site, nk=400):
    """Derived particle current per unit rate of the cycle parameter."""
    half = np.pi * (np.arange(nk) + 0.5) / nk
    s2, c2 = np.sin(half) ** 2, np.cos(half) ** 2
    energy = np.sqrt(site**2 + 4 * HOP**2 * c2 + 4 * delta**2 * s2)
    return HOP * np.mean((delta * d_site - s2 * site * d_delta) / energy**3)


# ---- Wannier centre round the cycle
angles = np.linspace(0, TWO_PI, 33)
centres = np.unwrap([chain_phase(x) for x in angles]) / TWO_PI
assert np.allclose(centres[::8], [0.25, 0.5, 0.75, 1.0, 1.25], atol=1e-5)

kk = TWO_PI / A_LAT * np.arange(400) / 400
gaps = []
for x in angles:
    levels = np.linalg.eigvalsh(
        chain_hamiltonian(kk, DELTA0 * np.cos(x), SITE0 * np.sin(x)))
    gaps.append(np.min(levels[:, 1] - levels[:, 0]))
assert np.allclose(gaps, 2 * SITE0, atol=1e-10)

# ---- Phase against projected position in a long open chain
theta_test, n_cells = 0.7, 60
delta_test = DELTA0 * np.cos(theta_test)
site_test = SITE0 * np.sin(theta_test)
bonds = np.where(np.arange(2 * n_cells - 1) % 2 == 0,
                 HOP + delta_test, HOP - delta_test)
h_open = np.diag(bonds, 1) + np.diag(bonds, -1)
h_open += np.diag(np.tile([site_test, -site_test], n_cells))
occupied = np.linalg.eigh(h_open)[1][:, :n_cells]
position = np.arange(2 * n_cells) * A_LAT / 2
x_eig = np.linalg.eigvalsh(occupied.T @ (position[:, None] * occupied))
centre_open = (x_eig[n_cells // 2] / A_LAT) % 1
centre_phase = (chain_phase(theta_test) / TWO_PI) % 1
assert abs(centre_open - centre_phase) < 1e-5

# ---- Derived current against the slope of the Berry phase
step = 0.01
slope = (chain_phase(theta_test + step)
         - chain_phase(theta_test - step)) / (2 * step * TWO_PI)
j_test = current_formula(delta_test, site_test,
                         -DELTA0 * np.sin(theta_test),
                         SITE0 * np.cos(theta_test))
assert abs(slope - j_test) < 1e-4


# ---- Current integrated over closed loops
def loop_charge(shift, sense, n=200):
    total = 0.0
    for x in sense * TWO_PI * np.arange(n) / n:
        total += current_formula(shift + DELTA0 * np.cos(x),
                                 SITE0 * np.sin(x),
                                 -sense * DELTA0 * np.sin(x),
                                 sense * SITE0 * np.cos(x))
    return total * TWO_PI / n


SHIFT = 0.05
q_plus, q_minus = loop_charge(0.0, 1), loop_charge(0.0, -1)
q_outside = loop_charge(SHIFT, 1)
assert abs(q_plus - 1) < 1e-8 and abs(q_minus + 1) < 1e-8
assert abs(q_outside) < 1e-8

# ---- Close to the gapless point the current follows the polar angle
SMALL = 0.003
near = np.array([TWO_PI * current_formula(
    SMALL / 2 * np.cos(x), SMALL * np.sin(x),
    -SMALL / 2 * np.sin(x), SMALL * np.cos(x), nk=4000)
    for x in angles])
near_dev = np.max(abs(near - 1))
assert near_dev < 0.01


# ---- Time-dependent Schroedinger equation, smooth start and stop
def cycle_angle(s):
    return TWO_PI * s - np.sin(TWO_PI * s)


S_MID = 0.35


def evolve(period, nk=200):
    """Return electrons passed in a cycle, up to S_MID, and excitation."""
    n = max(400, int(2 * period))
    dt = period / n
    k = TWO_PI / A_LAT * np.arange(nk) / nk
    c, s = np.cos(k * A_LAT / 2), np.sin(k * A_LAT / 2)
    start = np.linalg.eigh(chain_hamiltonian(k, DELTA0, 0.0))[1][:, :, 0]
    p0, p1 = start[:, 0].copy(), start[:, 1].copy()
    flow = np.zeros(n + 1)
    for i in range(n + 1):
        delta = DELTA0 * np.cos(cycle_angle(i / n))
        dh = A_LAT * (-HOP * s + 1j * delta * c)
        flow[i] = np.mean(2 * np.real(p0.conj() * dh * p1)) / A_LAT
        if i == n:
            break
        x = cycle_angle((i + 0.5) / n)
        delta, site = DELTA0 * np.cos(x), SITE0 * np.sin(x)
        off = 2 * HOP * c + 2j * delta * s
        energy = np.sqrt(site**2 + abs(off) ** 2)
        co, si = np.cos(energy * dt), -1j * np.sin(energy * dt) / energy
        p0, p1 = (co * p0 + si * (site * p0 + off * p1),
                  co * p1 + si * (off.conj() * p0 - site * p1))
    passed = np.concatenate([[0], np.cumsum((flow[1:] + flow[:-1]) / 2) * dt])
    overlap = start[:, 0].conj() * p0 + start[:, 1].conj() * p1
    return passed[-1], passed[round(S_MID * n)], np.mean(1 - abs(overlap)**2)


periods = [10, 100, 500, 2000]
runs = {period: evolve(period) for period in periods}
theta_mid = cycle_angle(S_MID)
mid_phase = ((chain_phase(theta_mid) - chain_phase(0.0)) / TWO_PI) % 1
mid_error = {p: abs(runs[p][1] - mid_phase) for p in periods}
assert abs(runs[2000][0] - 1) < 1e-3
assert abs(runs[10][0] - 1) > 0.1
assert mid_error[2000] < 5e-3 and mid_error[2000] < mid_error[500]
assert runs[2000][2] < 1e-4 < runs[10][2]

# ---- Continuum crystal, two occupied bands:
# V(x) = 2 V1 cos(Gx) + 2 V2 cos(2Gx - lam)
V1, V2, N_OCC = 0.06, 0.10, 2
G = TWO_PI / A_LAT
waves = np.arange(-7, 8)
size = len(waves)


def continuum(k, lam):
    v = V1 * np.eye(size, k=-1) + V2 * np.exp(-1j * lam) * np.eye(size, k=-2)
    kinetic = (k[:, None] + G * waves) ** 2 / 2
    h = kinetic[:, :, None] * np.eye(size) + v + v.conj().T
    return np.linalg.eigh(h)


def perturbation_current(lam, nk=60):
    k = G * ((np.arange(nk) + 0.5) / nk - 0.5)
    energy, vec = continuum(k, lam)
    dv = -1j * V2 * np.exp(-1j * lam) * np.eye(size, k=-2)
    dv = dv + dv.conj().T
    bra = vec.conj().swapaxes(1, 2)
    mom = bra @ ((k[:, None] + G * waves)[:, :, None] * vec)
    drive = bra @ dv @ vec
    gap = energy[:, None, N_OCC:] - energy[:, :N_OCC, None]
    pair = (mom[:, :N_OCC, N_OCC:]
            * drive[:, N_OCC:, :N_OCC].swapaxes(1, 2))
    return np.mean(np.sum(2 * pair.imag / gap**2, axis=(1, 2))) / A_LAT


def continuum_phase(lam, nk=600):
    k = G * (np.arange(nk) / nk - 0.5)
    occ = continuum(k, lam)[1][:, :, :N_OCC]
    closing = np.zeros_like(occ[0])
    closing[:-1] = occ[0][1:]
    return berry_phase(occ, closing)


LAM0, LAM1 = 0.3, 1.5
nodes, weights = np.polynomial.legendre.leggauss(12)
lams = (LAM1 + LAM0) / 2 + (LAM1 - LAM0) / 2 * nodes
moved_sum = (LAM1 - LAM0) / 2 * sum(
    w * perturbation_current(x) for w, x in zip(weights, lams))
moved_phase = (continuum_phase(LAM1) - continuum_phase(LAM0)) / TWO_PI
moved_phase -= round(moved_phase - moved_sum)
assert abs(moved_sum - moved_phase) < 1e-4
slide = TWO_PI * np.mean([perturbation_current(x)
                          for x in TWO_PI * np.arange(24) / 24])
assert abs(slide - 1) < 1e-6

# ---- Output
print(f"lattice constant a = {A_LAT:.1f} bohr; hopping t = {HOP:.2f} hartree")
print(f"amplitudes: delta {DELTA0:.2f}, Delta {SITE0:.2f} hartree")
print(f"smallest gap on the cycle = {min(gaps):.4f} hartree")
print("theta/pi, delta (hartree), Delta (hartree), Wannier centre / a:")
for x, centre in zip(angles[::4], centres[::4]):
    print(f"  {x/np.pi:.2f}  {DELTA0*np.cos(x):+.4f}  "
          f"{SITE0*np.sin(x):+.4f}  {centre:.4f}")
print(f"test angle theta = {theta_test:.2f} rad")
print(f"  centre/a from Berry phase        = {centre_phase:.6f}")
print(f"  centre/a from open chain         = {centre_open:.6f}")
print(f"  open chain length                = {n_cells} cells")
print(f"  current formula, electrons/rad   = {j_test:.6f}")
print(f"  Berry-phase slope, electrons/rad = {slope:.6f}")
print(f"loop integral, anticlockwise = {q_plus:+.8f} electrons")
print(f"loop integral, clockwise     = {q_minus:+.8f} electrons")
print(f"loop shifted by {SHIFT:.2f} hartree in delta: "
      f"|charge| = {abs(q_outside):.8f} electrons")
print(f"small loop, radius {SMALL:.3f} hartree in (2 delta, Delta):")
print(f"  largest deviation of 2 pi J from 1 = {near_dev:.5f}")
print("Schroedinger equation: period (a.u. of time), electrons pumped,")
print("  mean excited population at the end:")
for p in periods:
    print(f"  {p:5d}  {runs[p][0]:.6f}  {runs[p][2]:.2e}")
print(f"part of cycle, t/T = {S_MID:.2f}, theta = {theta_mid:.4f} rad:")
print(f"  electrons passed from Berry phase  = {mid_phase:.6f}")
for p in (500, 2000):
    print(f"  electrons passed, period {p:4d} a.u. = {runs[p][1]:.6f}")
print(f"continuum crystal: V1 = {V1:.2f}, V2 = {V2:.2f} hartree, "
      f"{N_OCC} occupied bands")
print(f"  lam from {LAM0:.1f} to {LAM1:.1f} rad, electrons passed:")
print(f"    perturbation sum {moved_sum:.6f}, Berry phase {moved_phase:.6f}")
print(f"  full turn of lam, perturbation sum = {slide:.6f} electrons")
seconds = periods[-1] * constants.physical_constants["atomic unit of time"][0]
print(f"period {periods[-1]} a.u. = {seconds*1e15:.2f} fs")
mean_current = runs[periods[-1]][0] * constants.e / seconds
print(f"mean current magnitude = {mean_current*1e6:.3f} microampere")
print("done: every assertion held")
```

Printed output:

```
lattice constant a = 8.0 bohr; hopping t = 0.10 hartree
amplitudes: delta 0.03, Delta 0.06 hartree
smallest gap on the cycle = 0.1200 hartree
theta/pi, delta (hartree), Delta (hartree), Wannier centre / a:
  0.00  +0.0300  +0.0000  0.2500
  0.25  +0.0212  +0.0424  0.3825
  0.50  +0.0000  +0.0600  0.5000
  0.75  -0.0212  +0.0424  0.6175
  1.00  -0.0300  +0.0000  0.7500
  1.25  -0.0212  -0.0424  0.8825
  1.50  -0.0000  -0.0600  1.0000
  1.75  +0.0212  -0.0424  1.1175
  2.00  +0.0300  -0.0000  1.2500
test angle theta = 0.70 rad
  centre/a from Berry phase        = 0.368819
  centre/a from open chain         = 0.368819
  open chain length                = 60 cells
  current formula, electrons/rad   = 0.161353
  Berry-phase slope, electrons/rad = 0.161353
loop integral, anticlockwise = +1.00000000 electrons
loop integral, clockwise     = -1.00000000 electrons
loop shifted by 0.05 hartree in delta: |charge| = 0.00000000 electrons
small loop, radius 0.003 hartree in (2 delta, Delta):
  largest deviation of 2 pi J from 1 = 0.00057
Schroedinger equation: period (a.u. of time), electrons pumped,
  mean excited population at the end:
     10  0.018712  4.07e-02
    100  1.008453  6.24e-03
    500  0.999333  7.42e-08
   2000  0.999360  1.75e-11
part of cycle, t/T = 0.35, theta = 1.3901 rad:
  electrons passed from Berry phase  = 0.223830
  electrons passed, period  500 a.u. = 0.222813
  electrons passed, period 2000 a.u. = 0.223629
continuum crystal: V1 = 0.06, V2 = 0.10 hartree, 2 occupied bands
  lam from 0.3 to 1.5 rad, electrons passed:
    perturbation sum 0.179846, Berry phase 0.179846
  full turn of lam, perturbation sum = 1.000000 electrons
period 2000 a.u. = 48.38 fs
mean current magnitude = 3.310 microampere
done: every assertion held
```
